\section*{Magnetocapacitance minima from vanishing longitudinal conductivity in the quantum Hall regime}

\section{The decision}

Before the capacitance of a gated two-dimensional electron sheet is converted into a density of states, one must decide whether the charge had time to enter the sheet. The conversion uses the series formula
\begin{equation}
\frac{1}{e^2D_{\rm app}}=\frac{A}{C'}-\frac{d}{\varepsilon},
\label{naive}
\end{equation}
where $C'$ is the in-phase capacitance, $A$ the gated area, $d$ the gate distance and $\varepsilon$ the permittivity. At integer filling $C'$ has a minimum, and \eqref{naive} turns it into a minimum of the thermodynamic density of states $D=dn/d\mu$, with $n$ the electron density and $\mu$ the chemical potential. The following disc has a deep minimum of $C'$ while $D$ stays constant.

\section{Counter-example: a disc with constant density of states}

\subsection{Local capacitance}

All alternating quantities vary as $e^{i\omega t}$, with $\omega=2\pi f$. Let $\rho=-e\,\delta n$ be the charge per area added to the sheet, and $u$ the sheet's electrochemical voltage minus the gate voltage. The gate is an equipotential metal. Its field contributes $\rho d/\varepsilon$ to $u$. The chemical potential contributes $-\delta\mu/e$, and since $\delta\mu=\delta n/D=-\rho/(eD)$, this equals $+\rho/(e^2D)$. Hence
\begin{equation}
\rho=c\,u,\qquad \frac1c=\frac d\varepsilon+\frac1{e^2D}.
\label{series}
\end{equation}
This assumes that $u$ varies slowly over the distance $d$, and that the states counted in $D$, localized ones included, exchange charge within a period.

\subsection{Charging through the sheet}

Current is driven by the gradient of the electrochemical voltage:
\begin{equation}
J_x=-\sigma_{xx}\partial_xu-\sigma_{xy}\partial_yu,\qquad
J_y=\sigma_{xy}\partial_xu-\sigma_{xx}\partial_yu .
\end{equation}
For uniform conductivities the Hall terms in $\nabla\cdot\mathbf J$ are $-\sigma_{xy}\partial_x\partial_yu+\sigma_{xy}\partial_y\partial_xu=0$. Charge conservation, $i\omega\rho+\nabla\cdot\mathbf J=0$, then gives
\begin{equation}
\nabla^2u=k^2u,\qquad k^2=\frac{i\omega c}{\sigma_{xx}} .
\label{diff}
\end{equation}
The sheet is a distributed resistor--capacitor line, charged through $\sigma_{xx}$.

Let the sheet be a disc of radius $R$ with an ideal contact around its whole perimeter, so that $u(R)=V_0$. The solution regular at the centre is $u=V_0I_0(kr)/I_0(kR)$, with $I_0,I_1$ modified Bessel functions. Because $\frac{d}{dr}[rI_1(kr)]=krI_0(kr)$, the total charge is
\begin{equation}
Q=2\pi c\int_0^R u\,r\,dr=\frac{2\pi cV_0R\,I_1(kR)}{k\,I_0(kR)} .
\end{equation}
Define $C^*=Q/V_0=C'-iC''$. The admittance is $i\omega C^*=\omega C''+i\omega C'$, so positive $C''$ is loss. Dividing by $cA=c\pi R^2$,
\begin{equation}
\frac{C^*}{cA}=F(s)=\frac{2I_1(z)}{zI_0(z)},\qquad z^2=is,\qquad
s=\frac{\omega cR^2}{\sigma_{xx}}=\frac{2f\,cA}{\sigma_{xx}} .
\label{disc}
\end{equation}
The last form of $s$ uses $\omega R^2=2fA$.

\subsection{Numbers}

Take $R=0.5$ mm, $d=100$ nm, relative permittivity 12.9 and effective mass $0.067\,m_e$. The geometric capacitance is $\varepsilon A/d=897.1$ pF. The zero-field density of states is $D_0=2.80\times10^{10}\ \mathrm{cm^{-2}\,meV^{-1}}$, so $e^2D_0A\approx35.2$ nF, and \eqref{series} gives $cA=874.8$ pF. A field sweep towards integer filling lowers $\sigma_{xx}$ and also changes $D$. To isolate the first effect, hold $D=D_0$ and $f=1$ kHz fixed and lower only $\sigma_{xx}$:

\begin{center}
\begin{tabular}{cccc}
$\sigma_{xx}$ (S) & $s$ & $C'$ (pF) & $C''$ (pF)\\ \hline
$10^{-4}$ & 0.0175 & 874.8 & 1.9\\
$10^{-6}$ & 1.75 & 823.6 & 175.9\\
$10^{-7}$ & 17.5 & 297.9 & 246.0\\
$10^{-8}$ & 175 & 93.6 & 88.5
\end{tabular}
\end{center}

For the last row, $s=2(10^3)(874.8\times10^{-12})/10^{-8}=175$. Inserting its $C'$ into \eqref{naive} gives $e^2D_{\rm app}A=(1/93.6-1/897.1)^{-1}\approx105$ pF, or $D_{\rm app}\approx0.003\,D_0$. The true value is $D_0$. If $D$ is doubled at $\sigma_{xx}=10^{-8}$ S, $C'$ is 94.2 pF, still far below the 874.8 pF found at high conductivity with half the density of states. A minimum of $C'$ can thus coincide with a maximum of $D$.

\section{The general statement}

Consider a sheet of any shape with uniform $c$, $\sigma_{xx}$ and $\sigma_{xy}$, in linear local response, with an ideal contact along its whole perimeter.

\emph{At fixed $c$ and $\omega>0$, $C'$ decreases strictly as $\sigma_{xx}$ decreases, and tends to zero as $\sigma_{xx}\to0$. At fixed $\sigma_{xx}>0$, $C'$ tends to $cA$ as $\omega\to0$.}

The two limits do not commute. A minimum of $C'$ at finite frequency therefore does not by itself establish a minimum of $D$, though one may be present.

\subsection{Proof}

Let $\varphi_n$ be the real orthonormal functions that vanish on the perimeter and obey $-\nabla^2\varphi_n=\lambda_n\varphi_n$, with $\lambda_n>0$. Put $g_n=\int\varphi_n\,dA$. These functions are complete, so Parseval's relation for the constant function 1 gives $\sum_ng_n^2=A$.

The function $w=V_0-u$ vanishes on the perimeter. From \eqref{diff}, $-\nabla^2w=\nabla^2u=k^2(V_0-w)$, that is, $(-\nabla^2+k^2)w=k^2V_0$. Projection on $\varphi_n$ gives the coefficients $w_n=k^2V_0g_n/(\lambda_n+k^2)$. Therefore
\begin{align}
\frac{C^*}{c}&=\frac1{V_0}\int u\,dA
=A-\sum_n\frac{k^2g_n^2}{\lambda_n+k^2}
=\sum_n\frac{\lambda_ng_n^2}{\lambda_n+k^2},
\end{align}
where the last step replaces $A$ by $\sum_n g_n^2$. With $a_n=g_n^2/A$ and $x_n=\omega c/(\sigma_{xx}\lambda_n)$, we have $k^2/\lambda_n=ix_n$, and
\begin{equation}
\frac{C'}{cA}=\sum_n\frac{a_n}{1+x_n^2},\qquad
\frac{C''}{cA}=\sum_n\frac{a_nx_n}{1+x_n^2},\qquad \sum_na_n=1 .
\label{modes}
\end{equation}
Every $x_n$ grows as $\sigma_{xx}$ falls, so each term of $C'$ with $a_n>0$ falls strictly; at least one such term exists because the $a_n$ sum to 1. Each term is bounded by $a_n$, whose sum converges, so limits may be taken term by term. For $\sigma_{xx}\to0$ all terms vanish; for $\omega\to0$ they sum to 1. This completes the proof.

If $\sigma_{xx}$ and $c$ do not depend on frequency, the missing capacitance reappears in the loss. Since $d\ln\omega=dx_n/x_n$ and $\int_0^\infty dx/(1+x^2)=\pi/2$,
\begin{equation}
\frac2\pi\int_{-\infty}^{\infty}C''\,d\ln\omega=cA\sum_na_n=cA .
\end{equation}

\subsection{Slow and fast limits}

For the disc at small $s$, the Bessel series give
\begin{align}
F&=\frac{1+z^2/8+z^4/192+\dots}{1+z^2/4+z^4/64+\dots}\notag\\
&=1-\frac{z^2}8+z^4\left(\frac3{64}-\frac1{32}+\frac1{192}\right)+\dots
=1-\frac{is}8-\frac{s^2}{48}+\dots,
\label{small}
\end{align}
using $z^2=is$ and $z^4=-s^2$. The loss tangent is $T=C''/C'\approx s/8$, so the fractional deficit of $C'$ is $s^2/48\approx4T^2/3$. If transport is the only source of loss, a deficit of 1\% corresponds to $T\approx0.087$.

At large $s$, $I_1/I_0\approx1-1/(2z)$ and $1/z=(1-i)/\sqrt{2s}$. Then
\begin{equation}
F\approx\frac2z-\frac1{z^2}
=\sqrt{\frac2s}-i\left(\sqrt{\frac2s}-\frac1s\right),\qquad
T\approx1-\frac1{\sqrt{2s}} .
\label{large}
\end{equation}
The voltage penetrates a depth $\delta=1/\mathrm{Re}\,k=\sqrt{2\sigma_{xx}/(\omega c)}$ from the contact, and $C'/(cA)\approx\sqrt{2/s}=\delta/R$. To leading order
\begin{equation}
C^*\approx\frac{2cA}{kR}=\frac{2A}{R}\sqrt{\frac{c\,\sigma_{xx}}{i\omega}} ,
\end{equation}
so the signal contains only the product $c\,\sigma_{xx}$. Neither factor can be found from it alone.

\section{A real dip seen through a resistive sheet}

Let the density be $3\times10^{11}\ \mathrm{cm^{-2}}$. Filling 2 occurs at $B=nh/(2e)=6.20$ T, where the Landau levels are 10.7 meV apart. Model the spectrum as a constant background of $0.2D_0$ plus Gaussian levels of standard deviation 0.5 meV. At 1.5 K, where $k_BT=0.129$ meV, the middle of the gap retains $D=0.20D_0$. This true dip lowers $cA$ from 874.8 to 795.7 pF, a factor 0.910.

With $\sigma_{xx}=10^{-8}$ S and $f=1$ kHz, $s=159$ and $\delta=56\ \mu$m. The transport factor is 0.112, so
\begin{equation}
C'=874.8\times0.910\times0.112\approx89\ \mathrm{pF}.
\end{equation}
Most of the minimum is due to transport. With $D$ and $\sigma_{xx}$ held fixed, \eqref{naive} gives an apparent density of states that depends on frequency:

\begin{center}
\begin{tabular}{ccc}
$f$ (Hz) & $C'$ (pF) & $D_{\rm app}/D_0$\\ \hline
1 & 795.3 & 0.199\\
10 & 756.7 & 0.137\\
100 & 284.9 & 0.0119\\
1000 & 89.3 & 0.0028
\end{tabular}
\end{center}

At 1 kHz the inferred value is 71 times too small. Small errors of $C'$ matter because \eqref{naive} subtracts two similar numbers: a relative error of $1/c$ is multiplied by $e^2D/c\approx7040/796\approx8.8$ in $1/D$. At 4.35 Hz, where $C'$ is 1\% low, $D_{\rm app}$ is already 8\% low. For this disc, a small error of $D$ requires $(s^2/48)(e^2D/c)\ll1$, which is stricter than a small error of $C'$.

Using both components can replace a lower frequency: $T$ fixes $s$, and $|C^*|=cA|F(s)|$ then fixes $c$. At $\sigma_{xx}=10^{-6}$ S, a 1\% relative error of $T$ changes $c$ by 0.06\%. At $10^{-8}$ S it changes $c$ by $-13\%$ or $+18\%$. The reason is \eqref{large}: differentiating $T$ gives $\delta s/s\approx2\sqrt{2s}\,\delta T$, and at fixed $|C^*|$ the inferred $c$ grows roughly as $\sqrt s$. The upper value, about 943 pF, exceeds the geometric capacitance and allows no positive $D$.

\section{Real samples and limits of the model}

The dimensions, density and temperature are rough typical values for a GaAs/AlGaAs heterostructure. The background density of states and the minimum $\sigma_{xx}$ are assumptions; the latter can differ by orders of magnitude between samples and temperatures, and $s$ changes in inverse proportion. The limit $C'\to0$ belongs to the local model, which needs $\delta\gg d$. At 1 kHz $\delta$ falls to $10d$ at $\sigma_{xx}\approx3\times10^{-12}$ S, where the model gives $C'\approx1.6$ pF. Fringe fields and conducting edge strips, both omitted here, then matter: a conducting rim 1 $\mu$m wide would alone contribute about 3.6 pF. An error of 1 nm in the effective gate distance shifts $1/D$ by 8\% at $D=0.2D_0$, and by 39\% at $D=D_0$, even at zero frequency. For a drive of 0.3 mV the chemical potential swings by $0.26\,k_BT$ in the static limit, and a contact resistance of 1 k$\Omega$ gives $\omega R_{\rm c}cA=0.005$; both numbers are small, but the two-component method amplifies their effect. The contact changes $C'$ by only 0.1\% at $\sigma_{xx}=10^{-8}$ S and 1 kHz, but it raises $T$ by 0.11\%, which in the two-component method shifts the inferred $c$ by 1.7\% and the inferred $D$ by about 18\%. If $\sigma_{xx}$ varies as $\cosh(\delta\mu/k_BT)$, as for activated transport at midgap, a first-harmonic estimate for the 0.3 mV drive raises $C'$ by 0.5\% and $T$ by 0.16\%, and the inferred $D$ by about a third; at 0.1 mV the shift of $D$ is about 3\%. If localized states cannot follow the drive, $c$ itself depends on frequency, which this model omits.

The assumption most visibly broken in a Hall bar is the complete contact. At a free edge the normal current vanishes:
\begin{equation}
\sigma_{xx}\partial_nu+\sigma_{xy}\partial_tu=0,
\end{equation}
with $n$ and $t$ the normal and tangential directions. The Hall conductivity then affects the charging. For a square of side $L$ contacted along one side, with $\omega cL^2/\sigma_{xx}=5$, a numerical solution gives $C'/(cA)=0.34$ for $\sigma_{xy}=0$ and 0.59 for $\sigma_{xy}=2\sigma_{xx}$. At such moderate ratios $\sigma_{xy}/\sigma_{xx}$ a formula that ignores the Hall term must not be used. Suppression can nevertheless persist: in the same square with $\sigma_{xy}=0.5\sigma_{xx}$ initially, lowering $\sigma_{xx}$ tenfold at fixed $\sigma_{xy}$, $c$ and $\omega$ reduces $C'/(cA)$ from 0.36 to 0.10. This is one computed case; the proof above does not cover free edges. These Hall ratios are far below that of the example, where $\sigma_{xy}=2e^2/h$ and $\sigma_{xy}/\sigma_{xx}\approx7700$. There the edge condition lets $u$ decay along a free edge only over $\delta\,\sigma_{xy}/\sigma_{xx}\approx0.4$ m, so within this local model the edge is nearly an equipotential and acts much like a contact. For the square with $\omega cL^2/\sigma_{xx}=159$, $C'/(cA)$ is 0.056 for $\sigma_{xy}=0$ and 0.19, 0.21 and 0.22 for ratios of 100, 300 and 7700; a complete contact gives 0.22.

A nonuniform Hall conductivity also re-enters, through the term $\partial_y\sigma_{xy}\partial_xu-\partial_x\sigma_{xy}\partial_yu$ in $\nabla\cdot\mathbf J$. If $\sigma_{xy}$ varies by $\Delta\sigma_{xy}$ across $R$, its size relative to $\sigma_{xx}\nabla^2u$ is about $\Delta\sigma_{xy}/(\sigma_{xx}|k|R)$. For $\Delta\sigma_{xy}=\sigma_{xx}$ in the example this is 0.08. Such a variation is only about $10^{-4}$ of $2e^2/h$. A uniform gradient across the disc lowers $C'$, quadratically while the ratio is below about 1: by 0.03\% for $\Delta\sigma_{xy}=\sigma_{xx}$, 3\% for $10\sigma_{xx}$ and, beyond the quadratic range, 16\% for $30\sigma_{xx}$. For $C'$ alone the nonuniform equation is required once the ratio approaches 1. The two-component method fails much earlier: for $\Delta\sigma_{xy}=\sigma_{xx}$ the loss tangent rises by 0.08\% and the inferred $D$ by 12\%, and for $5\sigma_{xx}$ no positive $D$ results.

\section*{Computed results}
\begin{verbatim}
Field at filling 2: 6.20 T; density 3.0e11 cm^-2
Cyclotron energy 10.72 meV; kT 0.129 meV at 1.5 K
Disc radius 0.5 mm; gate distance 100 nm; eps_r 12.9; mass 0.067 m_e
Level width 0.5 meV; background fraction 0.2
Zero-field D0: 2.799e+10 cm^-2 meV^-1
True D/D0 at filling 2: 0.2000
Geometric capacitance: 897.1 pF
Local capacitance c*A with D0: 874.8 pF
Local capacitance c*A with true D: 795.7 pF
Control, D = D0 fixed, f = 1000 Hz:
  sigma_xx 1e-04 S: s 0.0175, C' 874.8 pF, C'' 1.9 pF
  sigma_xx 1e-05 S: s 0.175, C' 874.2 pF, C'' 19.1 pF
  sigma_xx 1e-06 S: s 1.75, C' 823.6 pF, C'' 175.9 pF
  sigma_xx 1e-07 S: s 17.5, C' 297.9 pF, C'' 246.0 pF
  sigma_xx 1e-08 S: s 175, C' 93.6 pF, C'' 88.5 pF
D doubled to 2 D0, sigma_xx 1e-8 S: C' 94.2 pF
Minimum with true D, sigma_xx 1e-08 S: s 159.1
  C' 89.3 pF, C'' 84.1 pF, loss tangent 0.9423
  factor from D 0.9096; factor from transport 0.1122; depth 56.1 um
Apparent D from C' alone, same true D and sigma_xx:
  f 1 Hz: C' 795.3 pF, D_app/D0 0.19907
  f 10 Hz: C' 756.7 pF, D_app/D0 0.13728
  f 100 Hz: C' 284.9 pF, D_app/D0 0.01186
  f 1000 Hz: C' 89.3 pF, D_app/D0 0.00282
  f 10000 Hz: C' 28.2 pF, D_app/D0 0.00083
True D / apparent D at 1 kHz: 71.0
C' is 1% low at 4.35 Hz; D_app is then 8.1% low
Both components, sigma_xx 1e-06 S: D/D0 0.2000; c error for tangent -1%/+1%: -0.06%/0.06%
Both components, sigma_xx 1e-08 S: D/D0 0.2001; c error for tangent -1%/+1%: -13.28%/18.48%
Loss peak: s 6.325, C''/(cA) 0.3775
Loss sum rule / cA: 0.999999
Largest network-formula difference: 1.3e-05
Square, full contact, s=20: Re F 0.6610 (Hall ratio 0), 0.6610 (2)
Square, one contact, s=5: Re F 0.3436 (Hall ratio 0), 0.5898 (2)
Square, one contact, sigma_xy fixed, sigma_xx down tenfold: Re F 0.3625 -> 0.1013
Neglected effects at the minimum, 1 kHz:
  nonlocal electrostatics |k|d: 2.5e-03
  0.3 mV drive: mu swing 0.0339 meV, /kT 0.262, cosh-1 0.035
  edge field 7.36 V/m; Hall current density 5.7e-04 A/m (rough breakdown scale 1 A/m)
  1 kOhm contact, omega R C: 5.0e-03
  1 Ohm gate sheet, relative to 1/sigma_xx: 1e-08
  log10 tunnelling through 0.25 eV barrier, 0.09 m_e: -67
  bare Zeeman / cyclotron energy (g 0.44): 0.015
  localized polarization, 100 nm: omega eps xi / sigma_xx 7.2e-06
  lateral sigma_xy change equal to sigma_xx: 0.079
  1 nm gate-distance error: shift of 1/D 7.9%
  log10 of purely activated sigma_xx in S: -22.1
\end{verbatim}
